# Testing the local kinetic functional on fermions in a box

## Problem

$N$ spinless, noninteracting fermions with the mass of the electron move in one dimension between hard walls at $x=0$ and $x=L$. Hartree atomic units are used, so $\hbar$ and the mass equal 1. For a density $n(x)$, let $T_s[n]$ be the lowest kinetic energy of any $N$-particle determinant that has this density. The local approximation to it is

$$T_{\rm loc}[n]=\frac{\pi^2}{6}\int n(x)^3\,dx .$$

(a) Find $T_s$ for the ground-state density of the box.

(b) Find the error of $T_{\rm loc}$ for this system.

(c) Find the error of $T_{\rm loc}$ for a uniform density, and say whether it has the same sign.

Give numbers for $N=5$ and $L=10$ bohr.

## A tempting solution

The levels of the box are $\pi^2j^2/(2L^2)$. Filling the lowest five gives

$$T_s=\frac{\pi^2}{2\cdot 100}(1+4+9+16+25)=\frac{55\,\pi^2}{200}=2.714\ \text{hartree}.$$

The functional is built from the uniform gas, so it seems natural to insert the uniform density $\bar n=N/L=0.5$ bohr$^{-1}$:

$$T_{\rm loc}[\bar n]=\frac{\pi^2}{6}\,\bar n^3L=\frac{\pi^2N^3}{6L^2}=2.056\ \text{hartree}.$$

The difference is $0.658$ hartree, or 24% of $T_s$. The solution concludes that this is the error of the functional, that it answers (b) and (c) together, and that $T_{\rm loc}$ lies below $T_s$ for a uniform density.

## Where it fails

Both numbers are correct, but they belong to different densities. The value 2.714 hartree is $T_s$ of the box ground-state density, which vanishes at the walls and ripples in between. The value 2.056 hartree is $T_{\rm loc}$ of a constant. The error of a functional is $T_{\rm loc}[n]-T_s[n]$ with the same $n$ in both terms.

Nor can the comparison be repaired by looking up $T_s[\bar n]$ in the box, because it has no finite value there. Take any determinant of orthonormal orbitals $\varphi_i$ that vanish at $x=0$, with finite kinetic energy $T=\frac12\sum_i\int_0^L|\varphi_i'|^2dx$. Since $\varphi_i(0)=0$, the Cauchy–Schwarz inequality gives

$$|\varphi_i(x)|^2=\left|\int_0^x 1\cdot\varphi_i'(s)\,ds\right|^2\le x\int_0^x|\varphi_i'(s)|^2ds\le x\int_0^L|\varphi_i'(s)|^2ds .$$

Summing over $i$ yields

$$n(x)\le 2T\,x .$$

A density of finite kinetic energy must therefore go to zero at the wall, and a constant does not. If the density rises to a value $c$ within a distance $w$ of the wall, then $T\ge c/(2w)$, which grows without limit as $w\to0$.

One particle shows this explicitly. Its orbital can be written $\sqrt n\,e^{i\alpha}$, and $|\varphi'|^2=[(\sqrt n)']^2+n\,\alpha'^2$, so the minimum has constant phase and $T_s=\frac12\int[(\sqrt n)']^2dx$. Choose a plateau of height $c$ with a ramp $n=c\sin^2(\pi x/2w)$ at the left wall and its mirror image at the right. Each ramp holds $cw/2$ particles, so normalization requires $c(L-2w)+cw=1$, or $c=1/(L-w)$. The plateau contributes nothing to $T_s$. The average of $\cos^2$ over a ramp is $\frac12$, so the two ramps give

$$T_s=2\cdot\frac12\cdot c\left(\frac{\pi}{2w}\right)^2\frac w2=\frac{\pi^2c}{8w}.$$

For $L=10$ bohr and $w=1$, $0.1$ and $0.01$ bohr this is $0.137$, $1.246$ and $12.349$ hartree. Over the same sequence $T_{\rm loc}$ merely settles from $0.0195$ to $0.0165$ hartree. It contains no derivative of the density and does not register the steep edge.

Parts (b) and (c) thus need separate treatment: (b) with the true box density, and (c) in a geometry that admits a uniform density.

## Where the local functional comes from

In a large uniform system the plane waves with $|k|<k_F$ are filled, with $dk/2\pi$ states per unit length. The density and the kinetic energy per length are

$$n=\int_{-k_F}^{k_F}\frac{dk}{2\pi}=\frac{k_F}{\pi},\qquad
\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,\frac{k^2}{2}=\frac{1}{4\pi}\cdot\frac{2k_F^3}{3}=\frac{k_F^3}{6\pi}=\frac{\pi^2n^3}{6}.$$

The local functional applies this result at each point. Two approximations enter: the sum over discrete levels is replaced by an integral, and the variation of the density is ignored.

## (a) The exact kinetic energy

The orbitals are $\sqrt{2/L}\,\sin(j\pi x/L)$ with energies $\varepsilon_j=\pi^2j^2/(2L^2)$. Using $\sum_{j=1}^Nj^2=N(N+1)(2N+1)/6$,

$$T=\frac{\pi^2}{2L^2}\cdot\frac{2N^3+3N^2+N}{6}=A\left(N^3+\frac32N^2+\frac12N\right),\qquad A=\frac{\pi^2}{6L^2}.$$

To identify $T$ with $T_s$, we must check that no other determinant with the same density has a lower kinetic energy. Expand the orbitals of an arbitrary determinant in the box eigenfunctions, and let $f_j$ be the total weight on level $j$. Explicitly, $f_j=\sum_i|\langle j|\varphi_i\rangle|^2$, and the kinetic energy of the determinant is $\sum_jf_j\varepsilon_j$. Because the $\varphi_i$ are orthonormal, $f_j$ is the squared length of the projection of the normalized function $|j\rangle$ onto their span, so $0\le f_j\le1$. Because the box eigenfunctions are complete and each $\varphi_i$ is normalized, $\sum_jf_j=N$. The second condition means that the weight above level $N$ equals the weight missing below, $\sum_{j>N}f_j=\sum_{j\le N}(1-f_j)$. We may therefore measure all energies from $\varepsilon_N$:

$$\sum_jf_j\varepsilon_j-\sum_{j\le N}\varepsilon_j=\sum_{j>N}f_j(\varepsilon_j-\varepsilon_N)+\sum_{j\le N}(1-f_j)(\varepsilon_N-\varepsilon_j)\ge0 .$$

The filled box levels thus minimize the kinetic energy over all determinants, and hence also over those that share their density. So $T_s=T$, which is $2.714$ hartree ($73.86$ eV) in the example.

## (b) The local functional on the box density

**The density.** Put $\theta=\pi x/L$ and use $\sin^2 j\theta=(1-\cos2j\theta)/2$:

$$n(x)=\frac2L\sum_{j=1}^N\sin^2j\theta=\frac1L\left[N-\sum_{j=1}^N\cos2j\theta\right].$$

Define $D=1+2\sum_{j=1}^N\cos2j\theta$. The cosine sum is then $(D-1)/2$, and

$$n(x)=\frac1L\left[M-\frac D2\right],\qquad M=N+\frac12 .$$

At a wall all cosines equal 1, so $D=2N+1=2M$ and the density vanishes, as it must. At the centre of the example box the cosines alternate as $-1,+1,-1,+1,-1$, so $D=-1$ and $n=(5.5+0.5)/10=0.6$ bohr$^{-1}$, which is above the mean of $0.5$ bohr$^{-1}$.

**The averages.** Let $\langle\cdot\rangle$ be the average over $0<\theta<\pi$, which is the average over the box. Write $D=\sum_{k=-N}^{N}e^{2ik\theta}$. For integer $m$, the average of $e^{2im\theta}$ is 1 if $m=0$ and 0 otherwise. Averages of powers of $D$ therefore count sets of integers in $[-N,N]$ that sum to zero:

- $\langle D\rangle=1$, from $k=0$.
- $\langle D^2\rangle=2N+1=2M$, since the first integer is free and fixes the second.
- For $\langle D^3\rangle$, fix one integer $c$. The other two must sum to $-c$ and both lie in $[-N,N]$, which allows $2N+1-|c|$ choices. Summing over $c$, with $\sum_c|c|=N(N+1)$,

$$\langle D^3\rangle=(2N+1)^2-N(N+1)=3N^2+3N+1 .$$

**The integral.** Since $\int_0^L n^3dx=L\langle n^3\rangle$,

$$L^2\int_0^L n^3dx=\left\langle\left(M-\frac D2\right)^3\right\rangle=M^3-\frac32M^2\langle D\rangle+\frac34M\langle D^2\rangle-\frac18\langle D^3\rangle .$$

The second term is $-\frac32M^2$ and the third is $\frac34M\cdot2M=+\frac32M^2$, so they cancel. With $M^3=N^3+\frac32N^2+\frac34N+\frac18$,

$$L^2\int_0^L n^3dx=M^3-\frac{3N^2+3N+1}{8}=N^3+\frac98N^2+\frac38N .$$

For $N=5$ this reads $166.375-11.375=155$. Multiplying by $A$ gives

$$T_{\rm loc}[n]=A\left(N^3+\frac98N^2+\frac38N\right),$$

which is $2.550$ hartree ($69.38$ eV) in the example.

**The error.** Subtracting from the result of (a), with $\frac32-\frac98=\frac38$ and $\frac12-\frac38=\frac18$,

$$T_s[n]-T_{\rm loc}[n]=A\,\frac{N(3N+1)}{8}=\frac{\pi^2N(3N+1)}{48L^2}>0 .$$

For the ground-state density of the box, the local functional is too low for every $N$. In the example it is low by $0.164$ hartree, 6% of $T_s$.

The tempting solution had the difference

$$T_s[n]-T_{\rm loc}[\bar n]=A\left(\frac32N^2+\frac12N\right)=A\,\frac{N(3N+1)}{2},$$

which is four times as large for every $N$. Three quarters of the supposed error came from inserting the wrong density.

The direction of this change follows from a general inequality. For $n\ge0$,

$$0\le(n-\bar n)^2(n+2\bar n)=n^3-3\bar n^2n+2\bar n^3 .$$

Integrating over the box, with $\int n\,dx=N=\bar nL$, gives $\int n^3dx\ge3\bar n^3L-2\bar n^3L=\bar n^3L$. Among all densities with $N$ particles on the length $L$, the constant one has the smallest $T_{\rm loc}$.

## (c) A uniform density on a ring

Join the ends, so that the orbitals are periodic with period $L$ instead of vanishing at walls. The plane waves $e^{2\pi imx/L}/\sqrt L$, with integer $m$, each have the constant density $1/L$ and the energy $2\pi^2m^2/L^2$. Filling any $N$ of them gives the uniform density $\bar n$. Filling the lowest $N$ minimizes the kinetic energy by the argument used in (a), which also holds when levels are degenerate. The result is $T_s[\bar n]$ on the ring.

For odd $N=2p+1$, the integers run from $-p$ to $p$:

$$\sum m^2=\frac{p(p+1)(2p+1)}{3}=\frac{N(N^2-1)}{12}.$$

For even $N=2p$, one state of the top pair is filled, say $m=+p$, and the integers run from $-(p-1)$ to $p$:

$$\sum m^2=\frac{(p-1)p(2p-1)}{3}+p^2=\frac{p(2p^2+1)}{3}=\frac{N(N^2+2)}{12}.$$

Multiplying by $2\pi^2/L^2=12A$ gives

$$T_s[\bar n]=\begin{cases}A(N^3-N),&N\ \text{odd},\\[2pt] A(N^3+2N),&N\ \text{even},\end{cases}
\qquad T_{\rm loc}[\bar n]=AN^3 .$$

The local functional is too high for odd $N$ and too low for even $N$. For five particles on a ring of 10 bohr, $T_s=1.974$ hartree and $T_{\rm loc}=2.056$ hartree, an excess of 4% of $T_s$. The tempting solution has the wrong size and the wrong sign here. The extreme case is $N=1$: the particle occupies $m=0$ and has no kinetic energy, while $T_{\rm loc}=A$.

The density is constant in all these cases, so its variation cannot be the source of the error. What remains is the replacement of a sum over discrete levels by an integral.

The sign found in (b) is therefore a property of the box ground states. It does not make $T_{\rm loc}$ a lower bound that holds for the ring as well.

## Large systems

Let $N$ and $L$ grow at fixed $\bar n=N/L$. The difference between the box energy and the uniform estimate becomes

$$T_s[n]-T_{\rm loc}[\bar n]=\frac{\pi^2}{6L^2}\left(\frac32N^2+\frac12N\right)=\frac{\pi^2\bar n^2}{4}+\frac{\pi^2\bar n}{12L}.$$

For $\bar n=0.5$ bohr$^{-1}$ it falls from $0.658$ hartree at $N=5$ to $0.621$ at $N=50$ and $0.617$ at $N=500$, where it agrees with the limit $\pi^2\bar n^2/4$ to the digits shown. On the ring the corresponding difference is $-\pi^2\bar n/(6L)$ or $+\pi^2\bar n/(3L)$, and it vanishes. The constant is thus the energy cost of the two walls at given mean density, $\pi^2\bar n^2/8$ for each by symmetry. Evaluated on the box density, $T_{\rm loc}$ recovers three quarters of this cost in the limit, and the missing quarter is its true error.

The total energy grows in proportion to $L$, so a constant error becomes relatively small. In the box,

$$\frac{T_s[n]-T_{\rm loc}[n]}{T_s[n]}=\frac{N(3N+1)/8}{N(N+1)(2N+1)/2}=\frac{3N+1}{4(N+1)(2N+1)}\approx\frac{3}{8N}\quad(N\gg1).$$

This equals $1/6$ for one particle and about 0.4% for a hundred. On the ring the relative error falls faster, as $1/N^2$.

The numerical check checks the box formulas (for $N=1,2,3,5,10,20$) and the ring formulas (for $N=1$ to $8$) by diagonalizing the kinetic-energy operator on a grid. The ramp energies come from numerical quadrature, and the large-$N$ values come from explicit sums over the levels and quadrature of the density.

## Calculated quantities

```
Example: N = 5, L = 10.0 bohr, hartree = 27.211386 eV
mean density N/L          0.5000 1/bohr
density (N+1/2)/L         0.5500 1/bohr
density at box centre     0.6000 1/bohr
L^2 int n^3: (N+1/2)^3    166.3750
L^2 int n^3: D^3 part     -11.3750
L^2 int n^3: quadrature   155.0000
exact Ts, box             2.71414 hartree = 73.856 eV
T_loc, exact density      2.54965 hartree = 69.379 eV
T_loc, uniform density    2.05617 hartree = 55.951 eV
exact Ts by diagonalization 2.71414 hartree
T_loc by quadrature         2.54965 hartree
error, exact density      0.16449 hartree
error, uniform density    0.65797 hartree
ratio of the errors       0.25000
exact Ts, ring            1.97392 hartree
Ratios T_loc/Ts (no unit): N, box exact n, box uniform n, ring
   1  0.83333  0.33333  Ts = 0
   2  0.88333  0.53333  0.66667
   5  0.93939  0.75758  1.04167
  10  0.96645  0.86580  0.98039
 100  0.99629  0.98517  0.99980
Fixed N/L: N, L (bohr), Ts - T_loc[uniform] (hartree)
   5     10.0  0.65797
  50    100.0  0.62096
 500   1000.0  0.61726
limit pi^2 (N/L)^2/4      0.61685 hartree
Flat density, N = 1, L = 10.0 bohr: w (bohr), Ts, bound, T_loc (hartree)
 1.00  0.13708  0.05556  0.01946
 0.10  1.24616  0.50505  0.01672
 0.01  12.34935  5.00501  0.01648
```
